**Reciprocity of quantum efficiency and electroluminescence in a model thin-film cell**

The program tests $\phi_{\rm em}=Q\,\phi_{\rm bb}\,(e^{qV/kT}-1)$ and $V_{\rm oc}\simeq V_{\rm oc,rad}+(kT/q)\ln Q_{\rm LED}$. Here $\phi_{\rm em}$ is the excess photon emission at voltage $V$, $Q$ the hemispherical external quantum efficiency, $\phi_{\rm bb}$ the thermal photon flux and $Q_{\rm LED}$ the number of photons emitted per electron injected in the dark. $V_{\rm oc,rad}$ is the open-circuit voltage for $Q_{\rm LED}=1$ at an unchanged efficiency spectrum. The program solves electron transport with photon reabsorption and asserts that efficiencies from illuminated solutions agree with those inferred from dark injection, to a relative tolerance of $10^{-3}$. It does so for the example, a poor cell with graded doping, a cell without photon recycling and a lossless cell. It also asserts that the voltage of the zero-current solution under sunlight agrees with the corollary within 0.03 mV, and that the lossless cell reaches its radiative voltage. The largest relative deviation from reciprocity in the output is about $3\times10^{-12}$; this measures the agreement of the two numerical routes, not the accuracy of the model for a real device. For the example the output gives $Q_{\rm LED}=0.080$, $V_{\rm oc,rad}=1.144$ V and $V_{\rm oc}=1.079$ V.

## Numerical verification

```python
"""Reciprocity of solar-cell quantum efficiency and electroluminescence.
Under test: emission(E) = Q(E) * phi_bb(E) * (exp(V/kT) - 1)
and         Voc = kT ln(1 + Q_LED*Jsc/Jem0) ~ Voc_rad + kT ln(Q_LED).
Q: external quantum efficiency (hemispherical average); phi_bb: thermal
photon flux; Jem0 = integral of Q*phi_bb; Q_LED: photons out per carrier
injected in the dark; u = excess electron density / equilibrium density.
Internal units: cm, s, eV; fluxes are particles per cm2 and s.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import chebyshev as cheb
from scipy import constants as C
from scipy.integrate import quad
from scipy.optimize import brentq

q = C.e
kB = C.k / C.e
T = 300.0
kT = kB * T

# Rough typical parameters in the regime of a GaAs thin-film cell
Eg, E_urbach, alpha_gap, E_slope = 1.42, 0.007, 6.0e3, 0.15
n_r, eps_r, ni = 3.5, 12.9, 2.0e6
W, doping, diffusivity = 2.0e-4, 1.0e17, 100.0
tau_nr, S_rear, R_mirror = 1.0e-7, 500.0, 0.90
emitter_doping, hole_mass = 1.0e18, 0.5

# Thermal flux prefactor 1/(4 pi^2 c^2) in atomic units, converted
pc = C.physical_constants
hartree = pc["Hartree energy in eV"][0]
bohr_cm = pc["Bohr radius"][0] * 100
t_au = pc["atomic unit of time"][0]
c_au = 1 / C.fine_structure
prefactor = 1 / (4 * np.pi**2 * c_au**2) / (hartree**3 * bohr_cm**2 * t_au)
planck_int = quad(lambda z: z**3 / np.expm1(z), 0, 60)[0]
power = prefactor * kT**4 * planck_int * q * 1e4
assert abs(power / (C.Stefan_Boltzmann * T**4) - 1) < 1e-6


def phi_bb(E, kt=kT):
    return prefactor * E**2 * np.exp(-E / kt)


def alpha(E):
    below = alpha_gap * np.exp(np.minimum(E - Eg, 0) / E_urbach)
    return np.where(E < Eg, below, alpha_gap * (1 + (E - Eg) / E_slope))


def gauss(a, b, n):
    z, wz = np.polynomial.legendre.leggauss(n)
    return a + (b - a) * (z + 1) / 2, wz * (b - a) / 2


def panels(*parts):
    pieces = [gauss(*part) for part in parts]
    return [np.concatenate(col) for col in zip(*pieces)]


# Drift plus diffusion equals D*n0*grad(u) if equilibrium current vanishes
xs, Ds, kts = sp.symbols("x D kt", positive=True)
n0s, dns = sp.Function("n0")(xs), sp.Function("dn")(xs)
field_s = -kts * sp.diff(n0s, xs) / n0s
flux_s = Ds * sp.diff(dns, xs) + Ds / kts * field_s * dns
assert sp.simplify(flux_s - Ds * n0s * sp.diff(dns / n0s, xs)) == 0

# Collocation grid, derivative matrix and quadrature weights on [0, W]
N = 60
j = np.arange(N + 1)
z = np.cos(np.pi * j / N)
x = W * (1 - z) / 2
cc = np.where((j == 0) | (j == N), 2.0, 1.0) * (-1.0)**j
D = np.outer(cc, 1 / cc) / (z[:, None] - z[None, :] + np.eye(N + 1))
D -= np.diag(D.sum(axis=1))
D *= -2 / W
moments = np.array([2 / (1 - k**2) if k % 2 == 0 else 0.0 for k in j])
w = np.linalg.solve(cheb.chebvander(z, N).T, moments) * W / 2

# Photon energies and internal direction cosines (escape cone: mu > mu_c)
E, wE = panels((Eg - 0.15, Eg, 24), (Eg, Eg + 0.45, 24))
mu_c = np.sqrt(1 - 1 / n_r**2)
mu, wmu = panels((0, mu_c, 24), (mu_c, 1, 12))
emit_u = 4 * n_r**2 * alpha(E)            # emission rate / phi_bb per unit u
rad = emit_u * phi_bb(E) * wE             # equilibrium emission per volume


def round_trip(k, Rf, Rb):
    R = Rf * Rb
    return 1 - R - R * np.expm1(-2 * k * W)


def ray_kernel(k, a, b, Rf, Rb):
    """Sum over all reflected paths between depths a and b."""
    s = np.abs(a - b)
    paths = (np.exp(-k * s) + Rf * np.exp(-k * (a + b))
             + Rb * np.exp(-k * (2 * W - a - b))
             + Rf * Rb * np.exp(-k * (2 * W - s)))
    return paths / round_trip(k, Rf, Rb)


def ray_exits(k, a, Rf, Rb):
    """Front escape and mirror loss, summed over up and down emission."""
    den = round_trip(k, Rf, Rb)
    front = (1 - Rf) * (np.exp(-k * a) + Rb * np.exp(-k * (2 * W - a))) / den
    rear = (1 - Rb) * (np.exp(-k * (W - a)) + Rf * np.exp(-k * (W + a))) / den
    return front, rear


# Every photon emitted is reabsorbed, escapes or dies in the mirror
for k, a, Rf, Rb in [(8e3, 3e-5, 0, .9), (2e4, 1.2e-4, 1, .9), (3e3, 8e-5, 1, 1)]:
    reabs = k * sum(quad(lambda b: ray_kernel(k, a, b, Rf, Rb), lo, hi)[0]
                    for lo, hi in [(0, a), (a, W)])
    assert abs(reabs + sum(ray_exits(k, a, Rf, Rb)) - 2) < 1e-8


def optics(Rb):
    K = np.zeros((N + 1, N + 1))
    front, rear = np.zeros((2, len(E), N + 1))
    Rf = (mu < mu_c).astype(float)
    for i, en in enumerate(E):
        k = alpha(en) / mu
        G = ray_kernel(k[:, None, None], x[None, :, None], x[None, None, :],
                       Rf[:, None, None], Rb)
        K += rad[i] * np.tensordot(0.5 * wmu * k, G, axes=1)
        f, r = ray_exits(k[:, None], x[None, :], Rf[:, None], Rb)
        front[i], rear[i] = 0.5 * wmu @ f, 0.5 * wmu @ r
    return K, front, rear, Rb


def beam(energies, mu_in, Rb):
    """Generation profile per incident photon for one internal direction."""
    k = (alpha(energies) / mu_in)[:, None]
    return k * (np.exp(-k * x) + Rb * np.exp(-k * (2 * W - x)))


def hemisphere(energies, Rb):
    """Average of beams over external directions, cosine weighted."""
    total = 0
    for m, wm in zip(*gauss(0, 1, 24)):
        mu_in = np.sqrt(1 - (1 - m**2) / n_r**2)
        total = total + 2 * m * wm * beam(energies, mu_in, Rb)
    return total


class Cell:
    def __init__(self, NA, Dn, tau, S, opt, recycle=True):
        K, self.front, self.rear, self.Rb = opt
        self.n0 = ni**2 / NA * np.ones(N + 1)
        self.p = Dn * self.n0
        sink = rad @ (self.front + self.rear)
        if not recycle:
            K, sink = np.zeros_like(K), rad.sum() * np.ones(N + 1)
        A = -D @ (self.p[:, None] * D) - K * w[None, :]
        A += np.diag(self.n0 / tau + sink + K @ w)
        A[-1] = self.p[-1] * D[-1]
        A[-1, -1] += S * self.n0[-1]
        self.open = A.copy()
        self.open[0] = self.p[0] * D[0]
        A[0] = 0
        A[0, 0] = 1
        self.A = A
        self.v = np.linalg.solve(A, np.eye(N + 1)[0])
        self.J0 = -self.p[0] * (D[0] @ self.v)

    def collected(self, gen):
        rhs = gen.T.copy()
        rhs[[0, -1]] = 0
        return self.p[0] * (D[0] @ np.linalg.solve(self.A, rhs))

    def emission_ratio(self, u):
        return emit_u * (self.front @ (w * u))

    def open_circuit(self, gen):
        rhs = gen.copy()
        rhs[[0, -1]] = 0
        return np.linalg.solve(self.open, rhs)


opt = optics(R_mirror)
cell = Cell(doping, diffusivity, tau_nr, S_rear, opt)
poor = Cell(doping * np.exp(2 * x / W), diffusivity * (1 - 0.4 * x / W),
            5e-11, 1e5, opt)
no_rec = Cell(doping, diffusivity, tau_nr, S_rear, opt, recycle=False)
ideal = Cell(doping, diffusivity, 1e30, 0.0, optics(1.0))

# Sunlight: Planck spectrum at 5772 K scaled to 0.1 W/cm2
kTs = kB * 5772
Es, wEs = panels((Eg - 0.1, Eg, 20), (Eg, 6.0, 80))
sun = 0.1 / q / (kTs**4 * planck_int) * Es**2 / np.expm1(Es / kTs) * wEs


def report(c):
    """Reciprocity deviations and open-circuit voltages of one cell."""
    Q = c.collected(hemisphere(E, c.Rb))
    em = c.emission_ratio(c.v)
    gen_n = beam(Es, 1.0, c.Rb)
    Qn = c.collected(gen_n)
    don = np.max(np.abs(gen_n @ (w * c.v) / Qn - 1))
    rau = np.max(np.abs(em / Q - 1))
    Jsc, Jem0 = sun @ Qn, (phi_bb(E) * wE) @ Q
    QLED = (phi_bb(E) * wE) @ em / c.J0
    u = c.open_circuit(sun @ gen_n)
    return dict(Q=Q, em=em, don=don, rau=rau, Jsc=Jsc, Jem0=Jem0, QLED=QLED,
                u=u, Vdir=kT * np.log1p(u[0]), Vrad=kT * np.log1p(Jsc / Jem0),
                V=kT * np.log1p(QLED * Jsc / Jem0), gen=sun @ gen_n)


r, rp, rn, ri = [report(c) for c in (cell, poor, no_rec, ideal)]
# Tolerances cover the finite grid near the end points of the layer
for res in (r, rp, rn, ri):
    assert res["don"] < 1e-3 and res["rau"] < 1e-3
    assert abs(res["V"] - res["Vdir"]) < 3e-5
assert abs(ri["QLED"] - 1) < 1e-3 and abs(ri["Vdir"] - ri["Vrad"]) < 3e-5
# With graded doping the ratio of densities is not the collection probability
wrong = poor.emission_ratio(poor.v * poor.n0 / poor.n0[0])
wrong_dev = np.max(np.abs(wrong / rp["Q"] - 1))
assert wrong_dev > 0.05
assert r["Vdir"] > rn["Vdir"]

# Where the dark injection current goes
loss = np.array([w @ (cell.n0 * cell.v) / tau_nr,
                 S_rear * cell.n0[-1] * cell.v[-1],
                 rad @ (cell.rear @ (w * cell.v)),
                 rad @ (cell.front @ (w * cell.v))])
assert abs(loss.sum() / cell.J0 - 1) < 1e-3
V_short = r["Vrad"] + kT * np.log(r["QLED"])
assert abs(V_short - r["Vdir"]) < 3e-5
pl_eff = rad @ (cell.front @ (w * r["u"])) / (w @ r["gen"])

# Neglected effects for the numbers of the example
V = r["Vdir"]
Vbi = kT * np.log(doping * emitter_doping / ni**2)
N_red = doping * emitter_doping / (doping + emitter_doping)
field = np.sqrt(2 * q * N_red * (Vbi - V) / (eps_r * C.epsilon_0 / 100))
J02 = np.pi * kT * ni / (2 * tau_nr * field)


def dark(volt):
    return cell.J0 * np.expm1(volt / kT) + J02 * np.expm1(volt / (2 * kT))


def qled_at(J):
    volt = brentq(lambda y: dark(y) / J - 1, 0.3, 1.4, xtol=1e-13)
    return volt, r["Jem0"] * np.expm1(volt / kT) / J


V_scr, Q_scr = qled_at(r["Jsc"])
Q_low = qled_at(r["Jsc"] / 100)[1]
V_low = r["Vrad"] + kT * np.log(Q_low)
dead = sun @ (1 - np.exp(-alpha(Es) * 50e-7)) / sun[Es > Eg].sum()
Q_norm = cell.collected(beam(E, 1.0, R_mirror))
Jem_norm = (phi_bb(E) * wE) @ Q_norm
Nv = 2 * (hole_mass * C.m_e * C.k * T / (2 * np.pi * C.hbar**2))**1.5 * 1e-6
kT_hot = kB * 330
hot = [kT_hot * np.log(r["Jsc"] / ((phi_bb(E - s, kT_hot) * wE) @ r["Q"]))
       for s in (0.0, 0.45e-3 * 30)]

mA = q * 1e3
print(f"T = {T:.0f} K, kT = {kT*1e3:.3f} meV; gap = {Eg} eV, index = {n_r}")
print(f"Urbach energy = {E_urbach*1e3:.0f} meV, slope energy = {E_slope} eV")
print(f"absorption at gap = {alpha_gap:.0f} /cm, ni = {ni:.1e} /cm3")
print(f"base = {W*1e7:.0f} nm, doping = {doping:.0e} /cm3, D = {diffusivity} cm2/s")
print(f"tau_nr = {tau_nr*1e9:.0f} ns, S = {S_rear} cm/s, mirror R = {R_mirror}")
print(f"radiative coefficient from absorption = {rad.sum()/ni**2:.2e} cm3/s")
print(f"radiative lifetime = {ni**2/doping/rad.sum()*1e9:.2f} ns")
print("E (eV), Q from light, Q from dark emission, emission at Voc (/cm2 s eV)")
for target in (1.38, 1.40, 1.42, 1.45, 1.50):
    i = np.argmin(abs(E - target))
    flux = r["em"][i] * phi_bb(E[i]) * np.expm1(V / kT)
    print(f"  {E[i]:.4f}  {r['Q'][i]:.6f}  {r['em'][i]:.6f}  {flux:.3e}")
i = np.argmax(r["em"] * phi_bb(E))
print(f"strongest emission on the energy grid at {E[i]:.3f} eV")
print("largest relative deviation: Donolato, Rau")
for name, res in zip(("example", "poor graded", "no recycling", "lossless"),
                     (r, rp, rn, ri)):
    print(f"  {name}: {res['don']:.1e}, {res['rau']:.1e}")
print(f"poor cell, density ratio used instead: deviation {wrong_dev:.2f}")
print(f"Jsc = {r['Jsc']*mA:.3f} mA/cm2, Jem0 = {r['Jem0']*mA:.4e} mA/cm2")
print(f"dark injection prefactor J0 = {cell.J0*mA:.4e} mA/cm2")
print(f"Q_LED = {r['QLED']:.5f}, kT ln Q_LED = {kT*np.log(r['QLED'])*1e3:.2f} meV")
print(f"Voc_rad = {r['Vrad']:.5f} V, Voc by corollary = {V_short:.5f} V")
print(f"Voc from zero-current solution = {V:.5f} V = {V/hartree:.6f} a.u.")
print("shares of dark current: bulk, rear surface, mirror, front emission")
print("  " + ", ".join(f"{s:.4f}" for s in loss / cell.J0))
print(f"without recycling: Q_LED = {rn['QLED']:.5f}, Voc = {rn['Vdir']:.5f} V")
print(f"lossless cell: Q_LED = {ri['QLED']:.5f}, Voc = {ri['Vdir']:.5f} V,"
      f" Voc_rad = {ri['Vrad']:.5f} V")
print(f"poor cell: Q_LED = {rp['QLED']:.3e}, Voc = {rp['Vdir']:.5f} V,"
      f" Voc_rad = {rp['Vrad']:.5f} V")
print(f"luminescence efficiency in sunlight at open circuit = {pl_eff:.5f}")
print("Neglected effects:")
print(f"  junction field at Voc = {field*1e-6:.3f} MV/cm, J02 = {J02*mA:.2e} mA/cm2")
print(f"  depletion recombination shifts Voc by {(V_scr-V)*1e3:.2f} mV")
print(f"  then Q_LED at Jsc = {Q_scr:.5f}, at Jsc/100 = {Q_low:.5f}")
print(f"  using Q_LED at Jsc/100 misplaces Voc by {(V_low-V_scr)*1e3:.2f} mV")
print(f"  50 nm noncollecting emitter takes {dead:.3f} of above-gap photons:"
      f" {kT*np.log(1-dead)*1e3:.2f} mV")
print(f"  normal-incidence Q in Jem0 shifts Voc_rad by"
      f" {kT*np.log(r['Jem0']/Jem_norm)*1e3:.2f} mV")
print(f"  excess electrons / doping at Voc = {r['u'][0]*cell.n0[0]/doping:.1e}")
print(f"  Boltzmann error at gap, exp(-(Eg-V)/kT) = {np.exp(-(Eg-V)/kT):.1e}")
print(f"  hole degeneracy shift = {kT*doping/(np.sqrt(8)*Nv)*1e3:.3f} meV")
print(f"  Voc_rad at 330 K: fixed gap {hot[0]:.4f} V,"
      f" gap lower by 13.5 meV {hot[1]:.4f} V")
print("OK")
```

It prints:

```
T = 300 K, kT = 25.852 meV; gap = 1.42 eV, index = 3.5
Urbach energy = 7 meV, slope energy = 0.15 eV
absorption at gap = 6000 /cm, ni = 2.0e+06 /cm3
base = 2000 nm, doping = 1e+17 /cm3, D = 100.0 cm2/s
tau_nr = 100 ns, S = 500.0 cm/s, mirror R = 0.9
radiative coefficient from absorption = 8.40e-10 cm3/s
radiative lifetime = 11.90 ns
E (eV), Q from light, Q from dark emission, emission at Voc (/cm2 s eV)
  1.3775  0.005372  0.005372  9.565e+15
  1.4005  0.133403  0.133403  1.009e+17
  1.4196  0.879009  0.879009  3.261e+17
  1.4456  0.923050  0.923050  1.303e+17
  1.4992  0.961402  0.961402  1.834e+16
strongest emission on the energy grid at 1.420 eV
largest relative deviation: Donolato, Rau
  example: 8.4e-13, 9.7e-13
  poor graded: 2.8e-12, 2.5e-12
  no recycling: 2.1e-13, 1.6e-13
  lossless: 1.2e-12, 1.2e-12
poor cell, density ratio used instead: deviation 0.43
Jsc = 28.867 mA/cm2, Jem0 = 1.7567e-18 mA/cm2
dark injection prefactor J0 = 2.1950e-17 mA/cm2
Q_LED = 0.08003, kT ln Q_LED = -65.28 meV
Voc_rad = 1.14384 V, Voc by corollary = 1.07856 V
Voc from zero-current solution = 1.07856 V = 0.039636 a.u.
shares of dark current: bulk, rear surface, mirror, front emission
  0.5825, 0.1454, 0.1921, 0.0800
without recycling: Q_LED = 0.01425, Voc = 1.03407 V
lossless cell: Q_LED = 1.00000, Voc = 1.14319 V, Voc_rad = 1.14319 V
poor cell: Q_LED = 1.329e-04, Voc = 0.92419 V, Voc_rad = 1.15494 V
luminescence efficiency in sunlight at open circuit = 0.08002
Neglected effects:
  junction field at Voc = 0.081 MV/cm, J02 = 1.61e-09 mA/cm2
  depletion recombination shifts Voc by -1.66 mV
  then Q_LED at Jsc = 0.07506, at Jsc/100 = 0.04259
  using Q_LED at Jsc/100 misplaces Voc by -14.65 mV
  50 nm noncollecting emitter takes 0.163 of above-gap photons: -4.61 mV
  normal-incidence Q in Jem0 shifts Voc_rad by 0.21 mV
  excess electrons / doping at Voc = 5.3e-04
  Boltzmann error at gap, exp(-(Eg-V)/kT) = 1.8e-06
  hole degeneracy shift = 0.103 meV
  Voc_rad at 330 K: fixed gap 1.1148 V, gap lower by 13.5 meV 1.1018 V
OK
```
